# Anisotropic point-charge image corrections for charged defects in supercells: a program that tests the result

```python
"""Image energy of a periodic point charge in an anisotropic dielectric.

Result under test (Rydberg units, e^2 = 2, energy E = q^2 v):
  v = sum_{R!=0} erfc(g s)/(sqrt(det eps) s)
      + (4 pi/V) sum_{G!=0} exp(-G.eps.G/(4 g^2))/(G.eps.G)
      - pi/(V g^2) - 2 g/sqrt(pi det eps),   s = sqrt(R.eps^-1.R)
cell: rows are lattice vectors (bohr); V: cell volume; eps: permittivity
tensor; g: splitting parameter, on which v must not depend.
A uniform background neutralises the cell; the mean potential is zero.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erf, erfc

PI = np.pi


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def sphere(n=48):
    """Unit directions and weights; the weights add up to 4 pi."""
    z, wz = gauss(-1.0, 1.0, n)
    phi = 2 * PI * (np.arange(2 * n) + 0.5) / (2 * n)
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    rho = np.sqrt(1 - zz**2)
    dirs = np.stack([rho * np.cos(pp), rho * np.sin(pp), zz], axis=-1)
    weights = np.repeat(wz * PI / n, 2 * n)
    return dirs.reshape(-1, 3), weights


def quad_form(vectors, tensor):
    return np.sum((vectors @ tensor) * vectors, axis=-1)


def lattice_points(rows, metric, radius):
    """Nonzero lattice vectors with sqrt(r.metric.r) <= radius."""
    m = rows @ metric @ rows.T
    bound = np.floor(radius * np.sqrt(np.diag(np.linalg.inv(m))) + 1e-9)
    axes = [np.arange(-int(b), int(b) + 1) for b in bound]
    n = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    n = n[np.any(n != 0, axis=1)]
    vectors = n @ rows
    return vectors[quad_form(vectors, metric) <= radius**2]


def reciprocal(cell):
    return 2 * PI * np.linalg.inv(cell).T


def volume(cell):
    return abs(np.linalg.det(cell))


def balanced_gamma(cell, eps):
    return np.sqrt(PI) * (np.sqrt(np.linalg.det(eps)) / volume(cell))**(1 / 3)


def ewald_terms(cell, eps, gamma=None, reach=6.0):
    """Real, reciprocal, background and self terms, and vector counts."""
    assert np.allclose(eps, eps.T)
    np.linalg.cholesky(eps)  # raises an error unless positive definite
    if gamma is None:
        gamma = balanced_gamma(cell, eps)
    inv, root, vol = np.linalg.inv(eps), np.sqrt(np.linalg.det(eps)), volume(cell)
    r = lattice_points(cell, inv, reach / gamma)
    g = lattice_points(reciprocal(cell), eps, 2 * gamma * reach)
    s, geg = np.sqrt(quad_form(r, inv)), quad_form(g, eps)
    real = np.sum(erfc(gamma * s) / s) / root
    recip = 4 * PI / vol * np.sum(np.exp(-geg / (4 * gamma**2)) / geg)
    terms = np.array([real, recip, -PI / (vol * gamma**2),
                      -2 * gamma / (np.sqrt(PI) * root)])
    return terms, (len(r), len(g))


def image_v(cell, eps, gamma=None, reach=6.0):
    return ewald_terms(cell, eps, gamma, reach)[0].sum()


def image_by_difference(cell, eps, sigma, lam=0.0):
    """Periodic minus isolated energy of a spherical Gaussian of width sigma.

    lam > 0 switches on eps(k) = 1 + (eps - 1)/(1 + lam^2 k^2).
    """
    kmax = 6.5 / sigma
    g = lattice_points(reciprocal(cell), np.eye(3), kmax)
    g2 = np.sum(g * g, axis=1)
    screened = g2 + (quad_form(g, eps) - g2) / (1 + lam**2 * g2)
    periodic = 4 * PI / volume(cell) * np.sum(np.exp(-g2 * sigma**2) / screened)
    dirs, w = sphere()
    e_dir = quad_form(dirs, eps)[:, None]
    k, wk = gauss(0.0, kmax, 200)
    radial = np.exp(-(k * sigma)**2) / (1 + (e_dir - 1) / (1 + (lam * k)**2))
    return periodic - w @ (radial @ wk) / (2 * PI**2)


# ---- Tests on a triclinic cell with a full tensor ----
tri = np.array([[10.0, 0, 0], [2.0, 11.0, 0], [1.0, -2.0, 12.0]])
full = np.array([[12.0, 1.5, -2.0], [1.5, 8.0, 1.0], [-2.0, 1.0, 5.0]])
inv_full, root_full = np.linalg.inv(full), np.sqrt(np.linalg.det(full))
dirs, w_dir = sphere()


def point_potential(r):
    return 1 / (root_full * np.sqrt(quad_form(r, inv_full)))


def flux(centre):
    """Flux of -eps grad(potential) through a unit sphere, by differences."""
    r, h = centre + dirs, 1e-4
    grad = np.stack([(point_potential(r + h * e) - point_potential(r - h * e))
                     / (2 * h) for e in np.eye(3)], axis=1)
    return -w_dir @ np.sum((grad @ full) * dirs, axis=1)


flux_in = flux(np.zeros(3))
flux_out = flux(np.array([1.5, -1.0, 2.0]))
assert abs(flux_in / (4 * PI) - 1) < 1e-6
assert abs(flux_out) < 1e-6

# Potential of the splitting Gaussian, from its Fourier integral
g_test = 1.3
k, wk = gauss(0.0, 13 * g_test / np.sqrt(np.linalg.eigvalsh(full)[0]), 200)
e_dir = quad_form(dirs, full)[:, None]
for r in (np.zeros(3), np.array([1.0, 0.7, -0.9])):
    wave = np.exp(-e_dir * k**2 / (4 * g_test**2)) * np.cos((dirs @ r)[:, None] * k)
    by_fourier = w_dir @ ((wave / e_dir) @ wk) / (2 * PI**2)
    s = np.sqrt(r @ inv_full @ r)
    formula = (erf(g_test * s) / s if s > 0 else 2 * g_test / np.sqrt(PI)) / root_full
    assert abs(by_fourier / formula - 1) < 1e-8

# Poisson summation, the reason why the splitting parameter drops out
g0 = balanced_gamma(tri, full)
for gam in (0.7 * g0, 1.4 * g0):
    r = lattice_points(tri, inv_full, 6.5 / gam)
    g = lattice_points(reciprocal(tri), full, 13 * gam)
    left = 1 + np.sum(np.exp(-gam**2 * quad_form(r, inv_full)))
    right = 1 + np.sum(np.exp(-quad_form(g, full) / (4 * gam**2)))
    right *= PI**1.5 * root_full / (volume(tri) * gam**3)
    assert abs(left / right - 1) < 1e-11

v_scan = np.array([image_v(tri, full, f * g0) for f in (0.5, 0.7, 1, 1.5, 2)])
spread = np.ptp(v_scan) / abs(v_scan[2])
assert spread < 1e-11

# Definition: spherical Gaussians, extrapolated to zero width
widths = np.array([0.35, 0.45, 0.55, 0.65, 0.75])
by_width = [image_by_difference(tri, full, s) for s in widths]
v_definition = np.linalg.solve(np.vander(widths**2, increasing=True), by_width)[0]
assert abs(v_definition / v_scan[2] - 1) < 1e-5

# ---- Isotropic cubic limit from a direct sum over neutral cubes ----
x, wx = gauss(-0.5, 0.5, 60)
cube_integral = 1.5 * wx @ (1 / np.sqrt(0.25 + x[:, None]**2 + x**2)) @ wx


def cube_sum(n):
    i2 = np.arange(-n, n + 1.0)**2
    r2 = i2[:, None, None] + i2[None, :, None] + i2[None, None, :]
    charges = np.sum(1 / np.sqrt(r2[r2 > 0]))
    return charges - (2 * n + 1)**2 * cube_integral - PI / 6


s1, s2 = 41.0**2, 81.0**2
alpha_direct = -(s2 * cube_sum(40) - s1 * cube_sum(20)) / (s2 - s1)
side, eps_iso = 20.0, 10.0
cubic = side * np.eye(3)
v_cubic = image_v(cubic, eps_iso * np.eye(3))
alpha_ewald = -v_cubic * eps_iso * side
assert abs(alpha_ewald - alpha_direct) < 1e-5

# Small traceless anisotropy: second order if cubic, first order if not
change = np.array([[1.0, 0.3, 0.2], [0.3, -0.5, 0.1], [0.2, 0.1, -0.5]])


def halving_ratio(cell, t=0.01):
    base = image_v(cell, eps_iso * np.eye(3))
    shifts = [image_v(cell, eps_iso * (np.eye(3) + u * change)) - base
              for u in (t, t / 2)]
    return shifts[0] / shifts[1]


ratio_cubic = halving_ratio(cubic)
ratio_tetra = halving_ratio(np.diag([20.0, 20.0, 30.0]))
assert abs(ratio_cubic - 4) < 0.1
assert abs(ratio_tetra - 2) < 0.2

# Width and nonlocal screening in the isotropic cubic case
wide, lam = 1.0, 2.0
extra = 4 * PI / side**3 * (wide**2 / eps_iso - lam**2 * (eps_iso - 1) / eps_iso**2)
extra_num = image_by_difference(cubic, eps_iso * np.eye(3), wide, lam) - v_cubic
assert abs(extra_num / extra - 1) < 1e-6

# ---- Worked example: ionised acceptor in a layered semiconductor ----
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
RY_EV = const.physical_constants["Rydberg constant times hc in eV"][0]
a_nm, c_nm, eps_in, eps_out, charge = 0.32, 1.23, 15.0, 6.0, -1
eps = np.diag([eps_in, eps_in, eps_out])
unit = np.array([[a_nm, 0, 0], [-a_nm / 2, a_nm * np.sqrt(3) / 2, 0],
                 [0, 0, c_nm]]) / BOHR_NM


def supercell(n, m):
    return np.diag([n, n, m]) @ unit


def energy_ev(cell, tensor):
    return charge**2 * image_v(cell, tensor) * RY_EV


cell = supercell(4, 1)
vol_nm3 = volume(cell) * BOHR_NM**3
gam0 = balanced_gamma(cell, eps)
terms0, counts = ewald_terms(cell, eps)
e_ry = charge**2 * terms0.sum()
e_ev = e_ry * RY_EV

print("INPUTS (rough, regime of bulk MoS2)")
print(f"a = {a_nm} nm, c = {c_nm} nm, charge = {charge} e")
print(f"permittivity: in-plane {eps_in}, out-of-plane {eps_out}")
print(f"4x4x1 cell volume = {vol_nm3:.4f} nm^3 = {volume(cell):.1f} bohr^3")
print(f"one defect per cell = {1e21 / vol_nm3:.2e} cm^-3")
print("TESTS")
print(f"flux/(4 pi): enclosing {flux_in / (4 * PI):.8f},"
      f" outside {flux_out / (4 * PI):.1e}")
print(f"triclinic v: Ewald {v_scan[2]:.9f}, definition {v_definition:.9f} 1/bohr")
print(f"relative spread over gamma x 0.5 to 2: {spread:.1e}")
print(f"cubic alpha: Ewald {alpha_ewald:.9f}, direct sum {alpha_direct:.7f}")
print(f"shift ratio on halving anisotropy: cubic {ratio_cubic:.3f},"
      f" tetragonal {ratio_tetra:.3f}")
print("EWALD TERMS, 4x4x1 (Ry): real, reciprocal, background, self, total")
print(f"balanced gamma = {gam0:.6f} bohr^-1")
totals = []
for f in (0.6, 1.0, 1.6):
    t, _ = ewald_terms(cell, eps, f * gam0)
    totals.append(t.sum())
    print(f"gamma x {f}: " + " ".join(f"{u:.8f}" for u in t) + f" {t.sum():.10f}")
assert np.ptp(totals) < 1e-11 * abs(totals[0])
print(f"vectors at x = 6: real {counts[0]}, reciprocal {counts[1]}")
for reach in (2.0, 3.0, 4.0, 5.0):
    shift = (image_v(cell, eps, reach=reach) - terms0.sum()) * RY_EV
    print(f"cutoff x = {reach:.0f}: shift from x = 6 is {shift:.1e} eV")
assert abs(shift) < 1e-8
print("RESULT, 4x4x1")
print(f"image energy = {e_ry:.8f} Ry = {e_ev:.5f} eV")
print(f"correction to add = {-e_ev:.5f} eV")

eps_mean = np.trace(eps) / 3
eps_geo = np.linalg.det(eps)**(1 / 3)
print(f"scalar averages: arithmetic {eps_mean:.3f}, geometric {eps_geo:.3f}")
print("CELLS (eV): full tensor, arithmetic, geometric")
for n, m in ((4, 1), (6, 1), (8, 1), (12, 1), (8, 2)):
    sc = supercell(n, m)
    row = [energy_ev(sc, t) for t in (eps, eps_mean * np.eye(3), eps_geo * np.eye(3))]
    print(f"{n}x{n}x{m}: " + " ".join(f"{u:.5f}" for u in row))
assert abs(2 * energy_ev(supercell(8, 2), eps) / e_ev - 1) < 1e-10

angle = np.radians(30)
turn = np.array([[1, 0, 0], [0, np.cos(angle), -np.sin(angle)],
                 [0, np.sin(angle), np.cos(angle)]])
cell_t, eps_t = cell @ turn.T, turn @ eps @ turn.T
e_turn = energy_ev(cell_t, eps_t)
e_diag = energy_ev(cell_t, np.diag(np.diag(eps_t)))
assert abs(e_turn / e_ev - 1) < 1e-10
assert abs(e_diag / e_ev - 1) > 1e-4
print("FRAME TURNED BY 30 deg ABOUT x")
print(f"eps yy {eps_t[1, 1]:.4f}, zz {eps_t[2, 2]:.4f}, yz {eps_t[1, 2]:.4f}")
print(f"full tensor {e_turn:.5f} eV, diagonal only {e_diag:.5f} eV")

# ---- Size of neglected effects ----
sigma_nm, lam_nm = 0.10, 0.15
sig, lam = sigma_nm / BOHR_NM, lam_nm / BOHR_NM


def model_shift(scale, screening_length):
    big = scale * cell
    return (image_by_difference(big, eps, sig, screening_length)
            - image_v(big, eps)) * RY_EV * charge**2


width_shift = [model_shift(s, 0.0) for s in (1, 2, 4)]
both_shift = model_shift(1, lam)
power = np.log2(width_shift[1] / width_shift[2])
assert abs(power - 3) < 0.2

temperature, holes_cm3, hole_mass = 300.0, 1e17, 0.7
kt_ry = const.k * temperature / const.e / RY_EV
holes = holes_cm3 * (BOHR_NM * 1e-7)**3
kappa = np.sqrt(8 * PI * holes / kt_ry)
debye_v = -kappa / np.sqrt(np.linalg.det(eps))
u, wu = gauss(0.0, PI / 2, 200)
s_dir = quad_form(dirs, eps)[:, None]
radial = kappa / (s_dir * (s_dir * np.sin(u)**2 + np.cos(u)**2))
debye_num = -w_dir @ (radial @ wu) / (2 * PI**2)
assert abs(debye_num / debye_v - 1) < 1e-8
n_band = 2 * (2 * PI * hole_mass * const.m_e * const.k * temperature
              / const.h**2)**1.5 * 1e-6
assert holes_cm3 < 0.1 * n_band

print("NEGLECTED EFFECTS, 4x4x1")
print(f"charge width {sigma_nm} nm: {1e3 * width_shift[0]:.3f} meV")
print(f"same, all cell edges x2, x4: {1e3 * width_shift[1]:.4f},"
      f" {1e3 * width_shift[2]:.5f} meV")
print(f"decay power of width shift in 1/L: {power:.3f}")
print(f"nonlocal screening, length {lam_nm} nm:"
      f" {1e3 * (both_shift - width_shift[0]):.3f} meV")
print(f"width and nonlocal screening together: {1e3 * both_shift:.3f} meV")
print(f"permittivity 10 % higher: {1e3 * (energy_ev(cell, 1.1 * eps) - e_ev):.3f} meV")
print(f"T = {temperature:.0f} K, holes = {holes_cm3:.0e} cm^-3,"
      f" hole mass = {hole_mass} m_e")
print(f"Debye length: in-plane {np.sqrt(eps_in) / kappa * BOHR_NM:.2f} nm,"
      f" out-of-plane {np.sqrt(eps_out) / kappa * BOHR_NM:.2f} nm")
print(f"free-hole shift of isolated charge: {1e3 * charge**2 * debye_v * RY_EV:.3f} meV")
print(f"holes / band density of states: {holes_cm3 / n_band:.4f}")
print("every check passed")
```

It prints:

```
INPUTS (rough, regime of bulk MoS2)
a = 0.32 nm, c = 1.23 nm, charge = -1 e
permittivity: in-plane 15.0, out-of-plane 6.0
4x4x1 cell volume = 1.7452 nm^3 = 11777.5 bohr^3
one defect per cell = 5.73e+20 cm^-3
TESTS
flux/(4 pi): enclosing 1.00000000, outside 2.2e-11
triclinic v: Ewald -0.031549193, definition -0.031549193 1/bohr
relative spread over gamma x 0.5 to 2: 1.8e-15
cubic alpha: Ewald 2.837297479, direct sum 2.8372975
shift ratio on halving anisotropy: cubic 4.000, tetragonal 1.991
EWALD TERMS, 4x4x1 (Ry): real, reciprocal, background, self, total
balanced gamma = 0.258988 bohr^-1
gamma x 0.6: 0.00541280 0.00005200 -0.01104677 -0.00477221 -0.0103541885
gamma x 1.0: 0.00058464 0.00099169 -0.00397684 -0.00795368 -0.0103541885
gamma x 1.6: 0.00000660 0.00391855 -0.00155345 -0.01272588 -0.0103541885
vectors at x = 6: real 166, reciprocal 158
cutoff x = 2: shift from x = 6 is -6.4e-04 eV
cutoff x = 3: shift from x = 6 is -1.4e-06 eV
cutoff x = 4: shift from x = 6 is -5.2e-09 eV
cutoff x = 5: shift from x = 6 is -1.5e-13 eV
RESULT, 4x4x1
image energy = -0.01035419 Ry = -0.14088 eV
correction to add = 0.14088 eV
scalar averages: arithmetic 12.000, geometric 11.052
CELLS (eV): full tensor, arithmetic, geometric
4x4x1: -0.14088 -0.14250 -0.15473
6x6x1: -0.11783 -0.10374 -0.11264
8x8x1: -0.09622 -0.07570 -0.08220
12x12x1: -0.06467 -0.03615 -0.03925
8x8x2: -0.07044 -0.07125 -0.07736
FRAME TURNED BY 30 deg ABOUT x
eps yy 12.7500, zz 8.2500, yz 3.8971
full tensor -0.14088 eV, diagonal only -0.14477 eV
NEGLECTED EFFECTS, 4x4x1
charge width 0.1 nm: 2.799 meV
same, all cell edges x2, x4: 0.3367, 0.04165 meV
decay power of width shift in 1/L: 3.015
nonlocal screening, length 0.15 nm: -7.245 meV
width and nonlocal screening together: -4.445 meV
permittivity 10 % higher: 12.807 meV
T = 300 K, holes = 1e+17 cm^-3, hole mass = 0.7 m_e
Debye length: in-plane 14.64 nm, out-of-plane 9.26 nm
free-hole shift of isolated charge: -5.184 meV
holes / band density of states: 0.0068
every check passed
```
